\section*{Supercell averages of electron levels compared with adiabatic Allen-Heine-Cardona theory, part 2}

We compare adiabatic Allen-Heine-Cardona (AHC) theory with the average $\langle\varepsilon_n(u)\rangle$ of an eigenvalue of the mean-field Hamiltonian $H(u)$ over harmonic thermal displacements $u_a$, $a=(i\alpha)$ (atom, direction), in a supercell of $N$ cells. The force constants are $\Phi_{ab}$, and $C_{ab}=\langle u_au_b\rangle$. The mass-weighted modes $x_\nu$ (frequency $\omega_\nu$, Bose occupation $n_\nu$, translations omitted) are independent Gaussians of variance $\sigma_\nu^2=\hbar(2n_\nu+1)/2\omega_\nu$. With $\partial_\nu=\partial/\partial x_\nu$,
\[
\langle\varepsilon_n\rangle=\exp\Big(\tfrac12\sum_\nu\sigma_\nu^2\partial_\nu^2\Big)\varepsilon_n\Big|_0=\varepsilon_n(0)+\Delta_2+\Delta_4+O(\sigma^6).
\]
Let $H_0=H(0)$, $Q=1-|n\rangle\langle n|$ and $G=Q/(\varepsilon_n-H_0)$. Subscripts on $H$ denote total derivatives, including self-consistent response. For nondegenerate $\varepsilon_n$,
\begin{align*}
\partial_a\partial_b\varepsilon_n&=D_{ab}+F_{ab},\qquad D_{ab}=\langle n|H_{ab}|n\rangle,\\
F_{ab}&=2\,\mathrm{Re}\,X_{ab},\qquad X_{ab}=\sum_{m\ne n}\frac{\langle n|H_a|m\rangle\langle m|H_b|n\rangle}{\varepsilon_n-\varepsilon_m}.
\end{align*}
The Fan term is $\Delta_{\rm Fan}=\tfrac12\sum CF$, the Debye-Waller (DW) term $\Delta_{\rm DW}=\tfrac12\sum CD$. Eliminating on-site $D$ by the translational sum rule $\sum_j(D+F)_{i\alpha,j\beta}=0$ splits $\Delta_{\rm DW}$ into a rigid-ion part $\Delta_{\rm RIA}$, built from $F$, and a non-rigid-ion part
\[
\Delta_{\rm NRI}=\tfrac12\sum_{i\ne j,\alpha\beta}D_{i\alpha,j\beta}\,\big(C_{i\alpha,j\beta}-\bar C_{i\alpha,j\beta}\big),
\]
with $\bar C_{i\alpha,j\beta}=\tfrac12(C_{i\alpha,i\beta}+C_{j\alpha,j\beta})$. Thus
\[
\Delta_2=\Delta_{\rm Fan}+\Delta_{\rm RIA}+\Delta_{\rm NRI}.
\]
Self-consistency can make off-site $D$ nonzero even with rigid bare ions.

For phonons $\mathbf q\nu$, $g_{mn\nu}=\langle m\mathbf k+\mathbf q|\delta V_{\mathbf q\nu}|n\mathbf k\rangle$, where $\delta V_{\mathbf q\nu}=\sum_a\xi_aH_a$ and $\xi_a\propto(M_\kappa\omega_{\mathbf q\nu})^{-1/2}$ for sublattice mass $M_\kappa$. With $\delta=\varepsilon_{n\mathbf k}-\varepsilon_{m\mathbf k+\mathbf q}$ and intermediate-state occupation $f$, the on-shell Fan self-energy multiplies each $|g|^2/N$ by
\[
\frac{n+1-f}{\delta-\hbar\omega}+\frac{n+f}{\delta+\hbar\omega}=\frac{2n+1}{\delta}+\frac{\hbar\omega\,(1-2f)}{\delta^2}+\dots ,
\]
of which adiabatic AHC keeps the first term. At $\delta=0$ the left side is $(2f-1)/\hbar\omega$; for $m=n$, $\mathbf q=0$ this gives a lattice-relaxation energy absent from the average.

For a degenerate pair at $\pm\mathbf k$, AHC with degenerate intermediate states dropped gives the quadratic shift of the pair mean. The leading-order mean splitting is $\sqrt\pi\,s$, with $s^2=N^{-1}\sum_\nu|g(\mathbf k\to-\mathbf k)|^2(2n+1)$, when $4\mathbf k$ is not a reciprocal-lattice vector.

Q: What is the first term beyond the quadratic one?

A: The second-order term of the exponential gives
\begin{equation}
\Delta_4=\tfrac18\sum_{\nu\mu}\sigma_\nu^2\sigma_\mu^2\,\partial_\nu^2\partial_\mu^2\varepsilon_n=\tfrac18\sum_\nu\sigma_\nu^4\partial_\nu^4\varepsilon_n+\tfrac14\sum_{\nu<\mu}\sigma_\nu^2\sigma_\mu^2\,\partial_\nu^2\partial_\mu^2\varepsilon_n ,
\end{equation}
since each pair $\nu\ne\mu$ occurs twice. Displacing one mode at a time yields all of $\Delta_2$ but only the first sum here.

Q: I want it in matrix elements, like the Fan term.

A: Let $W=H(u)-H_0=W_1+W_2+\dots$, with $W_p$ of order $u^p$, and let brackets now mean $\langle n|\dots|n\rangle$. With $\langle n|\psi\rangle=1$ and energy shift $E$, the eigenvalue equation reads $(\varepsilon_n-H_0)|\psi\rangle=(W-E)|\psi\rangle$. Projection on $\langle n|$ gives $E=\langle n|W|\psi\rangle$, and projection with $Q$ gives $|\psi\rangle=|n\rangle+G(W-E)|\psi\rangle$. Iterating, and using $G|n\rangle=0$ to drop $E$ from the rightmost factor,
\begin{align}
E=\langle W\rangle&+\langle WGW\rangle+\langle WG(W-E)GW\rangle\nonumber\\
&+\langle WG(W-E)G(W-E)GW\rangle+\dots
\end{align}
The lowest orders are $E_1=\langle W_1\rangle$ and $E_2=\langle W_2\rangle+\langle W_1GW_1\rangle$. Now collect order $u^4$, with $\bar W_p=W_p-\langle W_p\rangle$. The first term gives $\langle W_4\rangle$. The second gives the orders $(1,3)$, $(3,1)$, $(2,2)$. The third gives $(1,1,2)$ and $(2,1,1)$ with middle factor $W_1-E_1=\bar W_1$, and $(1,2,1)$ with middle factor $W_2-E_2=\bar W_2-\langle W_1GW_1\rangle$, whose constant part leaves $G^2$. The fourth gives $(1,1,1,1)$. Grouped by content,
\begin{align}
E_4={}&\langle W_4\rangle+2\,\mathrm{Re}\langle W_1GW_3\rangle+\langle W_2GW_2\rangle\nonumber\\
&+\big[\langle W_1G\bar W_1GW_2\rangle+\langle W_1G\bar W_2GW_1\rangle+\langle W_2G\bar W_1GW_1\rangle\big]\nonumber\\
&+\big[\langle W_1G\bar W_1G\bar W_1GW_1\rangle-\langle W_1GW_1\rangle\langle W_1G^2W_1\rangle\big].
\end{align}
In scaled modes $z_\nu=x_\nu/\sigma_\nu$, $W_p=\frac1{p!}\sum\sigma_\nu\cdots\sigma_\tau(\partial_\nu\cdots\partial_\tau H)z_\nu\cdots z_\tau$, so each term is a quartic form $\sum T_{\nu\mu\rho\tau}z_\nu z_\mu z_\rho z_\tau$. The thermal average of $z_\nu z_\mu z_\rho z_\tau$ is $\delta_{\nu\mu}\delta_{\rho\tau}+\delta_{\nu\rho}\delta_{\mu\tau}+\delta_{\nu\tau}\delta_{\mu\rho}$, which is 3 for four equal indices, 1 for two distinct pairs and 0 otherwise, as the moments require. Hence
\begin{equation}
\Delta_4=\sum_{\nu\mu}\big(T_{\nu\nu\mu\mu}+T_{\nu\mu\nu\mu}+T_{\nu\mu\mu\nu}\big).
\end{equation}
For the Taylor tensor, symmetric with prefactor $1/24$, the three pairings give $3/24=1/8$, the earlier form. In the last group the pairing $\nu\mu\mu\nu$ is the nested two-phonon process and $\nu\mu\nu\mu$ the crossed one. The pairing $\nu\nu\mu\mu$ of the subtracted product is the Fan term times its energy derivative, because $\partial_\epsilon\langle W_1Q(\epsilon-H_0)^{-1}W_1\rangle=-\langle W_1G^2W_1\rangle$ at $\epsilon=\varepsilon_n$.

Q: Is $\Delta_4$ then the leading error of AHC theory?

A: Only within the harmonic adiabatic average, and only if the Debye-Waller term includes $\Delta_{\rm NRI}$; with the rigid-ion term alone the leading error is $\Delta_{\rm NRI}$ itself, of order $\sigma^2$, wherever it does not vanish. Scale all masses by a common $M$. Then $\omega\propto M^{-1/2}$, and at $T=0$ $C\propto1/M\omega\propto M^{-1/2}$. As $\Delta_2$ is linear and $\Delta_4$ quadratic in $C$, they scale as $M^{-1/2}$ and $M^{-1}$. The nonadiabatic term $|g|^2\hbar\omega(1-2f)/\delta^2$ has $|g|^2\propto M^{-1/2}$ and also scales as $M^{-1}$. For $k_BT\gg\hbar\omega$, $2n+1\to2k_BT/\hbar\omega$ and $\sigma^2\to k_BT/\omega^2$, so $C$ is $k_BT$ times the pseudo-inverse of $\Phi$, up to terms containing a rigid translation, which depend on the mass ratios and drop out by translation invariance. Hence $\Delta_2\propto T$, $\Delta_4\propto T^2$, independent of mass. Anharmonicity enters earlier. For a potential $\tfrac12\omega^2x^2+\tfrac16\phi_3x^3$ the mean force vanishes in a stationary state, $\omega^2\langle x\rangle+\tfrac12\phi_3\langle x^2\rangle=0$, so $\langle x\rangle=-\phi_3\sigma^2/2\omega^2$ to first order in $\phi_3$. The shift $\langle x\rangle\,\partial_x\varepsilon_n$ is linear in $\sigma^2$, like $\Delta_2$. It needs $\partial_x\varepsilon_n\ne0$ and $\langle x\rangle\ne0$. The thermal mean displacement keeps the symmetry of the crystal, so only fully symmetric $\mathbf q=0$ distortions contribute.

\section{A model chain}

Q: Show me numbers on a case where these formulas could fail.

A: Take a diatomic chain with $a=2.5$~\AA, atom A at 0 and B at 1.0~\AA\ (no inversion), masses 10 and 20~u, springs 20 and 10~eV/\AA$^2$, $N=3$, $T=300$~K, two filled bands and 31 plane waves. Well $j$ is a Gaussian of width $b=0.35$~\AA\ and depth $A_j=30$ or 18~eV, modulated by the local strain with $\beta=0.5$~\AA$^{-1}$. With $L=Na$,
\begin{equation}
V(K)=-\frac{b\sqrt{2\pi}}{L}\,e^{-K^2b^2/2}\sum_jA_j\,e^{-iK(R_j+u_j)}\,e^{-\beta(u_{j+1}-u_{j-1})} .
\end{equation}
A derivative with respect to $u_j$, $u_{j+1}$ or $u_{j-1}$ multiplies well $j$ by $-iK$, $-\beta$ or $+\beta$, so off-site second derivatives such as $iK\beta$ exist only for $\beta\ne0$. The five phonons have 58.3 (twice), 124.1 (twice) and 137.2~meV, with $2n+1=1+2(0.117)=1.234$ for the lowest. The valence maximum (VBM, 4.694~eV) and conduction minimum (CBM, 10.683~eV) at $\Gamma$ are nondegenerate, with a gap of 5.9885~eV. In meV, $\Delta_{\rm Fan}+\Delta_{\rm RIA}+\Delta_{\rm NRI}$ is
\begin{align}
\text{VBM: }&-21.10+53.08-11.54=20.45,\\
\text{CBM: }&+67.52-64.34-6.89=-3.72,\\
\text{gap: }&+88.61-117.42+4.64=-24.16,
\end{align}
up to rounding. The program checks the separate Bloch-space terms against supercell matrix elements, checks the totals $\Delta_2$ against finite differences of diagonalized supercell levels and against the term linear in $C$ fitted from five-dimensional Gauss-Hermite averages, and checks that $\Delta_{\rm DW}=\Delta_{\rm RIA}$ at $\beta=0$. Omitting $\Delta_{\rm NRI}$ gives $-28.81$~meV for the gap, an error of $4.64/24.16=19\%$ relative to $\Delta_2$, and $+3.18$~meV for the CBM, the wrong sign, since Fan and rigid-ion terms nearly cancel there. At $T=0$ the gap shift is already $-21.26$~meV. These numbers belong to $N=3$, and $\Delta_2$ has no large-cell limit: at 300~K its gap value is $-31.0$, $-41.4$ and $-60.6$~meV for $N=6$, 12 and 24. In one dimension an intraband coupling that stays finite as $q\to0$ over $\delta\propto q^2$ gives a part $N^{-1}\sum_q q^{-2}\propto N$, but this part takes over only in large cells. It supplies about 3 of the 17~meV of growth from $N=3$ to 12, where the other terms dominate, 11 of 19~meV from $N=12$ to 24, and 33 of 37~meV from $N=24$ to 48. The non-rigid-ion term does converge, because here it contains only the relative motion of near neighbours: its gap value is 5.4, 5.8 and 6.0~meV for the same three cells. The share of 19\% therefore also belongs to $N=3$.

Q: And the quartic term?

A: For the gap the five groups, in the order of $E_4$, give
\begin{equation}
\Delta_4=1.217-2.392-0.255+2.429-0.871=0.129\ \text{meV},
\end{equation}
up to rounding, which is $0.5\%$ of $|\Delta_2|$; the VBM has $-0.086$ and the CBM $+0.042$~meV. Finite differences and quadrature confirm the totals for the two levels; the five groups are not tested separately. The one-mode and two-mode parts of the gap term are 0.039 and 0.089~meV, so one-mode displacements miss 69\% of $\Delta_4$. Then $\Delta_2+\Delta_4=-24.1613+0.1286=-24.0327$~meV against the full average $-24.0328$~meV; the remainder of $-0.00013$~meV is close to the fitted sixth-order term of $-0.00012$~meV. The largest group is about nineteen times the sum, and no single group estimates $\Delta_4$.

For the gap the nonadiabatic correction is larger than $\Delta_4$. Dynamic minus adiabatic Fan, over nondegenerate intermediate states only, which leaves out the term $m=n$, $\mathbf q=0$ treated below, is $-0.278$~meV for the gap, about twice $\Delta_4$ and of opposite sign. Nearly all of it is in the CBM ($-0.277$~meV). The VBM value is only 0.001~meV. The $\mathbf q=0$ optical slope $|\sigma\,\partial_x\varepsilon|$ is 87.9~meV for the VBM, so an anharmonic shift of the mean by a tenth of $\sigma$ would move that level by 8.8~meV. The same slope fixes the omitted on-shell term $m=n$, $\mathbf q=0$, which is $(2f-1)\,|\sigma\,\partial_x\varepsilon|^2/[(2n+1)\hbar\omega]$: $+87.9^2/(1.010\times137.2)=+55.8$~meV for the VBM and, with a slope of 13.3~meV, $-1.3$~meV for the CBM. This term, the relaxation energy to lowest order in the coupling, is $-57.1$~meV for the gap; it is independent of mass and falls as $1/N$, but in three cells it is more than twice $|\Delta_2|$ and is the largest difference between the on-shell self-energy and the supercell average.

Q: What of the degenerate pair, and of your claim about self-consistency? Your $\beta$ was put in by hand.

A: For band 2 at $\pm k$ the AHC value and the quadratic term of the averaged pair mean are both 12.79~meV. The coupling is $s=235.06$~meV, so the leading-order mean splitting is $\sqrt\pi\times235.06=416.6$~meV; random sampling at one fifth of the thermal amplitude, with the result multiplied by five to isolate the linear order, gives 412.2~meV, 1.1\% lower and inside the 4\% allowed for sampling noise. At leading order each sorted level sits 208~meV from the mean, some sixteen times the AHC shift.

For self-consistency the program sets $\beta=0$, adds a short-range Hartree term of strength 4.0~eV\,\AA, keeps the same $C$, and differentiates the converged potential numerically. It asserts that the bare off-site derivatives vanish, that $D+F$ equals the Hessian of the eigenvalue, and that the sum rule holds. The non-rigid-ion terms are $+1.83$~meV (VBM) and $-1.70$~meV (CBM). For the VBM, $50.622+1.828=52.450$~meV against a full $\Delta_{\rm DW}$ of 52.452~meV. By the derivation of the split this mismatch equals $\tfrac12\sum_iC_{ii}\sum_j(D+F)_{ij}$, so it measures how far the finite differences violate the sum rule. For the gap of this Hartree model, Fan and rigid-ion terms give $58.69-110.93=-52.24$~meV, and the non-rigid-ion term adds $-3.52$~meV, about 7\% of that value.

\section*{Table of computed values}
\begin{verbatim}
a = 2.5 A, tau_B = 1.0 A, well width = 0.35 A, beta = 0.5 1/A
depths A, B = 30.0, 18.0 eV; masses = 10.0, 20.0 u
springs A-B, B-A' = 20.0, 10.0 eV/A^2
N = 3 cells, 31 plane waves, T = 300.0 K, kT = 25.852 meV
phonon energies (meV): 58.327 58.327 124.132 124.132 137.152
Bose occupations: 0.11700 0.11700 0.00828 0.00828 0.00499
rms displacement A, B = 0.04376, 0.03666 A
lowest supercell levels (eV): -18.6060 -16.8224 -16.8224 -4.8801 -4.8801 4.6943 10.6829 26.4408
static gap = 5.9885 eV
columns: VBM, CBM, CBM-VBM, all in meV
Fan                              -21.0963     67.5177     88.6140
DW rigid-ion                      53.0801    -64.3396   -117.4198
DW non-rigid-ion                 -11.5380     -6.8935      4.6444
DW full                           41.5422    -71.2331   -112.7753
Fan + rigid-ion DW only           31.9838      3.1781    -28.8057
D2 from AHC                       20.4459     -3.7154    -24.1613
D2 finite differences             20.4459     -3.7154    -24.1613
D2 quadrature fit                 20.4459     -3.7154    -24.1613
quartic group W4                 -0.58992     0.62695     1.21687
quartic group W1 W3               0.90926    -1.48272    -2.39198
quartic group W2 W2               0.44646     0.19166    -0.25480
quartic group W1 W1 W2           -1.17078     1.25854     2.42932
quartic group W1 W1 W1 W1         0.31870    -0.55212    -0.87082
D4 perturbation theory           -0.08628     0.04232     0.12859
D4 one-mode part (FD)            -0.02603     0.01336     0.03939
D4 two-mode part (FD)            -0.06025     0.02895     0.08920
D4 quadrature fit                -0.08628     0.04232     0.12859
sixth order (quadrature fit)     -0.00022    -0.00034    -0.00012
D2 + D4                          20.35958    -3.67310   -24.03268
full harmonic average            20.35936    -3.67344   -24.03281
remainder full - D2 - D4         -0.00021    -0.00034    -0.00013
dynamic minus adiabatic Fan       0.00101    -0.27670    -0.27772
D2 at T = 0                       18.7001     -2.5622    -21.2623
|sigma d eps/dx|, q=0 optical, VBM, CBM = 87.907, 13.289 meV
renormalized gap: D2 5.96435 eV, full 5.96448 eV
pair band 2, +-k: AHC 12.7852 meV, quadrature mean 12.7852 meV
pair coupling s = 235.062 meV
pair mean splitting: sqrt(pi) s 416.64 meV, sampled 412.24 meV
Hartree model: beta = 0, U = 4.0 eV A, gap = 5.5029 eV
Hartree: Fan                      -10.058      48.630      58.688
Hartree: DW rigid-ion              50.622     -60.306    -110.927
Hartree: DW non-rigid-ion           1.828      -1.697      -3.524
Hartree: DW full                   52.452     -62.005    -114.457
\end{verbatim}
